# Why Dissociative Excitation Makes Optical Actinometry Misread Atom Densities

## Definitions and conventions

A plasma contains atoms X with density \(n_X\), molecules M = X\(_2\) with density \(n_M\), and a small known density \(n_A\) of an actinometer atom A. One emission line of X and one of A are recorded. The aim is to obtain \(n_X\) from their intensity ratio.

Intensities are photon rates, not powers. The electron density is \(n_e\). A rate coefficient \(k=\langle v\sigma\rangle\) is the average of electron speed times cross section, so a collision process with target density \(n\) occurs \(n_e k n\) times per unit volume and time. Three processes matter:

- direct excitation, e + X → X* + e, with coefficient \(k_d\);
- dissociative excitation, e + X\(_2\) → X* + X + e, with coefficient \(k_{de}\);
- direct excitation of the actinometer, e + A → A* + e, with coefficient \(k_A\).

The upper levels decay radiatively at total rates \(\gamma_X\) and \(\gamma_A\). The fractions of these decays that are detected in the chosen lines are \(\phi_X\) and \(\phi_A\), and \(C=\phi_X/\phi_A\). Algebra is in atomic units, with the electron temperature \(T\) expressed as an energy. Numbers are in electronvolts, angstroms and seconds.

The observed volume is uniform, the lines are optically thin, and cascades, stepwise excitation and excitation transfer are neglected. Collisional quenching is left out at first and restored below.

## The direct contribution alone

Suppose that dissociative excitation is absent. In steady emission, production and decay of each upper level balance:

\[
\gamma_X n_{X^*}=n_e k_d n_X,\qquad
\gamma_A n_{A^*}=n_e k_A n_A .
\]

The excited populations are taken to be so small that the ground-state densities are not depleted. The photon ratio is

\[
R=\frac{\phi_X\gamma_X n_{X^*}}{\phi_A\gamma_A n_{A^*}}
=C\,\frac{k_d n_X}{k_A n_A}.
\]

The factor \(n_e\) cancels because the same electrons excite both species. Solving for the unknown density gives the actinometric rule

\[
n_{\rm app}=\frac{n_A}{C}\,\frac{k_A}{k_d}\,R .
\]

Here \(n_{\rm app}=n_X\). The subscript distinguishes what the rule returns from the true density once another source is present.

## The molecular contribution

Dissociative excitation populates the same upper level from a different parent. The balance for X* becomes

\[
\gamma_X n_{X^*}=n_e\left(k_d n_X+k_{de}n_M\right),
\]

while that for A* is unchanged. Hence

\[
R=C\,\frac{k_d n_X+k_{de}n_M}{k_A n_A}.
\]

Inserting this ratio into the rule cancels \(C\), \(k_A\) and \(n_A\):

\[
n_{\rm app}=\frac{k_d n_X+k_{de}n_M}{k_d}
=n_X+r\,n_M,\qquad r=\frac{k_{de}}{k_d}.
\]

The actinometer removes factors common to both lines. The molecular source is not such a factor: it is an extra term in one line. A perfect calibration and a perfect value of \(k_A/k_d\) therefore leave it in place.

The relative error, referred to the true atom density, is

\[
\frac{n_{\rm app}-n_X}{n_X}=\frac{r n_M}{n_X}.
\]

Uncorrected actinometry thus fails when \(r n_M\) is not small beside \(n_X\). A small \(r\) alone is no protection, since molecules may greatly outnumber atoms. If both \(r\) and \(n_M/n_X\) stay constant during a series of measurements, \(n_{\rm app}\) remains proportional to \(n_X\): relative trends survive although absolute values are wrong, as long as quenching can be ignored. This condition fixes the composition. If \(n_X\) rises at nearly constant \(n_M\), the term \(r n_M\) acts as an offset and \(n_{\rm app}\) rises by a smaller factor than \(n_X\).

## Weighing the two sources

The example uses round parameters for a model gas. The electron temperature is 3 eV, \(n_X=2.00\times10^{-11}\) Å\(^{-3}\) and \(n_M=9.90\times10^{-10}\) Å\(^{-3}\). For line 1, \(k_d=1.48\times10^{14}\) Å\(^3\) s\(^{-1}\) and \(k_{de}=4.01\times10^{12}\) Å\(^3\) s\(^{-1}\). Per electron, the excitation rates are

\[
k_d n_X\simeq 2.96\times10^3\ {\rm s^{-1}},\qquad
k_{de}n_M\simeq 3.97\times10^3\ {\rm s^{-1}}.
\]

The molecular source is the larger, although its rate coefficient is about 37 times smaller. With \(r=0.0271\),

\[
n_{\rm app}=(2.00+2.68)\times10^{-11}
=4.68\times10^{-11}\ \text{Å}^{-3}.
\]

The error is 134% of the true density. In atomic units the true and apparent densities are \(2.96\times10^{-12}\) and \(6.93\times10^{-12}\) \(a_0^{-3}\).

These values were tested by integrating the populations of M, X, X*, A and A* in time, including ground-state depletion. Switching off the dissociative channel in that calculation restored \(2.00\times10^{-11}\) Å\(^{-3}\), which isolates the cause. The integration ran for 1 μs at \(n_e=10^{-14}\) Å\(^{-3}\), long enough for the excited levels to settle and too short for the composition to change. Increasing \(n_e\) tenfold or \(n_A\) threefold then left the apparent density unchanged within the test tolerance. This cancellation of \(n_e\) holds at fixed \(n_X\) and \(n_M\); over longer times a higher \(n_e\) dissociates more gas and changes both.

## Dependence on the degree of dissociation

Let \(N_0\) be the molecular density before dissociation, in a closed volume, and let \(\delta\) be the fraction of molecules dissociated. Each dissociated molecule supplies two atoms, so

\[
n_X=2\delta N_0,\qquad n_M=(1-\delta)N_0 .
\]

Substitution gives

\[
n_{\rm app}=N_0\left[2\delta+r(1-\delta)\right].
\]

At \(\delta\to1\) the molecular term vanishes. At \(\delta\to0\) the result tends to \(rN_0\), not zero. In the example, with \(N_0=10^{-9}\) Å\(^{-3}\), a gas without atoms gives \(2.71\times10^{-11}\) Å\(^{-3}\), which would be read as a dissociation degree of about 1.4%.

To keep the relative error below \(\varepsilon\), require

\[
\frac{r(1-\delta)}{2\delta}<\varepsilon .
\]

Multiplication by the positive quantity \(2\delta\) gives \(r-r\delta<2\varepsilon\delta\). Collecting the terms in \(\delta\) yields

\[
\delta>\frac{r}{r+2\varepsilon}.
\]

For \(\varepsilon=0.1\), the threshold is \(0.0271/(0.0271+0.2)=0.119\). About 12% of the molecules must be dissociated before the error falls to 10%.

## The energy cost and the electron temperature

Dissociative excitation must break the bond, excite one fragment and supply the fragments' kinetic energy. If \(E_X\) is the direct threshold, \(D\) the bond energy and \(W\) the kinetic energy released at threshold, the dissociative threshold is

\[
E_{de}=E_X+D+W .
\]

To see how this cost enters \(r\), take a Maxwellian speed distribution. In atomic units the electron mass is one and \(E=v^2/2\), so \(v\,dv=dE\) and \(v^2=2E\). Therefore

\[
\begin{aligned}
k&=\frac{4\pi}{(2\pi T)^{3/2}}\int_0^\infty v^3\sigma\,e^{-v^2/2T}\,dv\\
&=\sqrt{\frac{8}{\pi}}\;T^{-3/2}\int_0^\infty E\,\sigma(E)\,e^{-E/T}\,dE .
\end{aligned}
\]

Use the model cross section \(\sigma=s(1-E_t/E)\) above a threshold \(E_t\), and zero below it. With \(x=E-E_t\), the integral is

\[
s\,e^{-E_t/T}\int_0^\infty x\,e^{-x/T}\,dx=sT^2e^{-E_t/T},
\]

and hence

\[
k=s\sqrt{\frac{8T}{\pi}}\;e^{-E_t/T},\qquad
r=\frac{s_{de}}{s_d}\,e^{-(D+W)/T}.
\]

The common square root and the factor \(e^{-E_X/T}\) cancel in \(r\). The actinometer threshold does not appear. Choosing A with a threshold close to \(E_X\) can make \(k_A/k_d\) less sensitive to temperature, but it does not reduce \(r\).

For line 1, \(s_d=0.50\) Å\(^2\), \(s_{de}=0.10\) Å\(^2\), \(D=5\) eV and \(W=1\) eV. Thus \(r=0.20\,e^{-2}=0.0271\) at 3 eV. At fixed composition, raising \(T\) from 2 to 5 eV raises \(r\) from 0.0100 to 0.0602 and the apparent density from \(2.99\times10^{-11}\) to \(7.96\times10^{-11}\) Å\(^{-3}\). The correct \(k_A/k_d\) was used at each temperature. The rise imitates increased dissociation although no composition change was imposed.

### Is the rise general?

For other cross-section shapes, differentiate the logarithm of the general Maxwellian integral:

\[
\frac{d\ln k}{dT}=-\frac{3}{2T}+\frac{\langle E\rangle}{T^2},
\qquad
\langle E\rangle=
\frac{\int E^2\sigma e^{-E/T}\,dE}{\int E\sigma e^{-E/T}\,dE}.
\]

The average is over electrons that cause the process. Subtracting the direct expression from the dissociative one cancels \(-3/(2T)\):

\[
\frac{d\ln r}{dT}=
\frac{\langle E\rangle_{de}-\langle E\rangle_d}{T^2}.
\]

The mean energies, not the thresholds alone, decide the sign. At 3 eV the model shapes give 23 and 17 eV, so the slope is \(6/9=0.67\) eV\(^{-1}\). A counterexample has a constant dissociative cross section between 17 and 18 eV and zero elsewhere, with the direct cross section unchanged. At 6 eV its mean energies are 17.5 and 23.0 eV, and the slope is \(-0.15\) eV\(^{-1}\). Heating then favours direct excitation, even though its threshold is lower.

### A hot tail

The formula \(n_{\rm app}=n_X+r n_M\) does not require a Maxwellian; both \(r\) and the ratio \(k_A/k_d\) used in the actinometric rule must be computed with the actual electron distribution, as is done here. Let 2% of the electrons have a temperature of 10 eV and the rest 3 eV. For the model cross section, the hot contribution to a rate coefficient, relative to the cold one, is

\[
h(E_t)=\frac{0.02}{0.98}\sqrt{\frac{10}{3}}\,
\exp\!\left[E_t\left(\frac13-\frac1{10}\right)\right],
\]

with \(E_t\) in eV. It is 0.49 for the 11 eV direct threshold and 1.97 for the 17 eV dissociative threshold. Thus \(r\) changes by the factor \((1+1.97)/(1+0.49)\simeq2.0\), reaching 0.0541. The apparent density becomes \(7.35\times10^{-11}\) Å\(^{-3}\). A small tail matters here because the molecular channel draws more heavily on it.

## Quenching: a different molecular dependence

Molecules can also remove excitation by collisions. With quenching coefficients \(q_X\) and \(q_A\), the loss rates become \(\gamma_X+q_Xn_M\) and \(\gamma_A+q_An_M\). Each radiative output is multiplied by its radiative share of the losses, \(\gamma_X/(\gamma_X+q_Xn_M)\) for X* and \(\gamma_A/(\gamma_A+q_An_M)\) for A*, so

\[
n_{\rm app}=F\,(n_X+r n_M),\qquad
F=\frac{1+q_An_M/\gamma_A}{1+q_Xn_M/\gamma_X}.
\]

Quenching multiplies the signal, whereas dissociative excitation adds to it. With \(r=0\), quenching cannot produce an apparent atom density when \(n_X=0\).

For \(q_X=10^{15}\) and \(q_A=2\times10^{14}\) Å\(^3\) s\(^{-1}\), with \(\gamma_X=3.0\times10^7\) and \(\gamma_A=4.5\times10^7\) s\(^{-1}\),

\[
F=\frac{1+0.0044}{1+0.0330}=0.972 .
\]

This lowers the apparent density by 2.8%, from \(4.68\times10^{-11}\) to \(4.55\times10^{-11}\) Å\(^{-3}\). Referred to the true density the shift is 6.5%, still far smaller than the 134% dissociative error, but it remains in full if \(r n_M\) is subtracted without first dividing by \(F\). At higher molecular density quenching need not be small, and \(F\) must be included before the additive term is removed.

## Removing the molecular term

With quenching negligible and \(r\) and \(n_M\) known, the correction is \(n_X=n_{\rm app}-r n_M\). It subtracts two comparable numbers in the example. An error \(\Delta r\) produces

\[
\frac{\Delta n_X}{n_X}=-\frac{\Delta r}{r}\,\frac{r n_M}{n_X}.
\]

If \(r\) is taken 20% too large, the result is low by \(0.20\times134\%\simeq27\%\) of the true density.

A second line of X can replace the separate measurement of \(n_M\). Let its apparent density be \(a_2\), and that of the first line \(a_1\):

\[
a_1=n_X+r_1n_M,\qquad a_2=n_X+r_2n_M .
\]

Subtracting the equations gives \(n_M\). Multiplying the first by \(r_2\), the second by \(r_1\), and subtracting eliminates \(n_M\):

\[
n_M=\frac{a_2-a_1}{r_2-r_1},\qquad
n_X=\frac{r_2a_1-r_1a_2}{r_2-r_1}.
\]

Line 2 has \(r_2=0.108\) and \(a_2=1.27\times10^{-10}\) Å\(^{-3}\). The two readings recover \(n_X=2.00\times10^{-11}\) and \(n_M=9.90\times10^{-10}\) Å\(^{-3}\).

The price is noise. For independent relative noise \(u\) on each ratio, with \(r_1\) and \(r_2\) known, the variances add:

\[
\frac{\sigma(n_X)}{n_X}=
\frac{u\sqrt{(r_2a_1)^2+(r_1a_2)^2}}{|r_2-r_1|\,n_X}.
\]

Here 1% noise becomes 3.8% in the atom density, a value confirmed by random sampling. Independence requires either a separate actinometer reading for each ratio or a shared reading whose noise is negligible. The noise of a shared reading scales \(a_1\) and \(a_2\) by the same factor, so it passes into \(n_X\) without amplification, and the formula then covers only the noise of the two X lines. The method requires \(r_1\ne r_2\). Line 3 has a different direct threshold but the same \(r\) as line 1, and it returns the same wrong density, \(4.68\times10^{-11}\) Å\(^{-3}\). Agreement between two lines is therefore not proof that the molecular contribution is absent. The complete set of values is in the numerical output.

## Table of computed values

```
fed molecular density N0 = 1.00e-09 A^-3
actinometer density = 5.00e-11 A^-3
electron density = 1.00e-14 A^-3
electron temperature = 3.0 eV
bond energy D = 5.0 eV, kinetic release W = 1.0 eV
actinometer threshold = 13.5 eV, scale = 0.20 A^2
line 1: direct threshold = 11.0 eV, scales direct, dissociative = 0.50, 0.10 A^2
line 2: direct threshold = 10.5 eV, scales direct, dissociative = 0.30, 0.24 A^2
line 3: direct threshold = 12.0 eV, scales direct, dissociative = 0.40, 0.08 A^2
dissociative threshold, line 1 = 17.0 eV
decay rates X*, A* = 3.00e+07, 4.50e+07 s^-1
detected fractions X, A = 0.50, 0.80 (no unit)
rate coefficient, direct, line 1 = 1.4815e+14 A^3/s
rate coefficient, dissociative, line 1 = 4.0100e+12 A^3/s
rate coefficient, actinometer = 2.5754e+13 A^3/s
r for line 1, line 2 = 0.02707, 0.10827 (no unit)
dissociation degree = 0.010 (no unit)
true atom density = 2.0000e-11 A^-3 = 2.9637e-12 bohr^-3
molecular density = 9.9000e-10 A^-3
apparent density, line 1 = 4.6796e-11 A^-3 = 6.9345e-12 bohr^-3
relative error, line 1 = 134.0 percent
apparent density, dissociative channel off = 2.0000e-11 A^-3
apparent density with no atoms = 2.7067e-11 A^-3
dissociation degree for 10 percent error = 0.1192 (no unit)
kinetic-model error at that degree = 10.00 percent
T = 2.0 eV: r = 0.00996, apparent = 2.9858e-11 A^-3
T = 3.0 eV: r = 0.02707, apparent = 4.6796e-11 A^-3
T = 4.0 eV: r = 0.04463, apparent = 6.4180e-11 A^-3
T = 5.0 eV: r = 0.06024, apparent = 7.9637e-11 A^-3
linear shapes, T = 3.0 eV: mean E direct, dissociative = 17.000, 23.000 eV; dln r/dT = 0.6667 eV^-1
other shapes, T = 3.0 eV: mean E direct, dissociative = 16.512, 21.785 eV; dln r/dT = 0.5859 eV^-1
narrow window, T = 6.0 eV: mean E direct, dissociative = 23.000, 17.491 eV; dln r/dT = -0.1530 eV^-1
hot electrons: fraction = 0.02, temperature = 10.0 eV
with hot electrons: r = 0.05408, apparent = 7.3543e-11 A^-3
quenching coefficients X*, A* = 1.0e+15, 2.0e+14 A^3/s
quenching factor F = 0.9723 (no unit)
apparent, quenching only = 1.9446e-11 A^-3
apparent, quenching and dissociative = 4.5501e-11 A^-3
after subtraction with correct r = 2.0000e-11 A^-3
after subtraction with r 20 percent high = 1.4641e-11 A^-3
error with r 20 percent high = -26.8 percent
apparent density, line 2 = 1.2719e-10 A^-3
apparent density, line 3 = 4.6796e-11 A^-3
two-line atom density = 2.0000e-11 A^-3
two-line molecular density = 9.9000e-10 A^-3
noise put on each ratio = 1.0 percent
noise in atom density, formula = 3.77 percent
noise in atom density, sampled = 3.77 percent
```
